# Orientations and Configurational Entropy of the <110> Split Interstitial in Diamond Lattices: verification in Python

```python
"""
Result under test: a <110> split interstitial of C2v symmetry in the diamond
structure has g = 6 orientations per lattice site. They add k ln 6 per defect
to the configurational entropy, and at equilibrium
    c/(1-c) = g exp(-(Ef - T Svib)/kT).
Symbols: c = defects per lattice site, Ef = formation energy, Svib = vibrational
formation entropy, k = Boltzmann constant, T = temperature.
Geometry uses integer coordinates in units of a/80 (a = cubic lattice parameter).
"""
import itertools
import math
from collections import Counter
import numpy as np
from scipy.constants import k as k_joule, e as charge

kB = k_joule / charge          # eV/K
CELL = 80                      # cubic lattice parameter in integer units

# ---------- site group, found from the four nearest neighbours ----------
neighbours = {(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)}
site_group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product((1, -1), repeat=3):
        R = np.zeros((3, 3), dtype=int)
        for row in range(3):
            R[row, perm[row]] = signs[row]
        if {tuple((R @ np.array(v)).tolist()) for v in neighbours} == neighbours:
            site_group.append(R)
assert len(site_group) == 24


def image(R, atoms):
    return frozenset(tuple((R @ np.array(p)).tolist()) for p in atoms)


def site_orbit(atoms):
    return {image(R, atoms) for R in site_group}


split = [(12, 12, 3), (-12, -12, 3)]       # pair along [110], centre shifted
tilted = [(12, 12, 5), (-12, -12, 1)]      # one mirror left
skewed = [(12, 10, 5), (-12, -12, 1)]      # no symmetry left
g = len(site_orbit(split))
stabilizer = sum(image(R, split) == frozenset(split) for R in site_group)
g_tilted, g_skewed = len(site_orbit(tilted)), len(site_orbit(skewed))
vectors = [v for v in itertools.product((-1, 0, 1), repeat=3)
           if sum(abs(x) for x in v) == 2]
axes = {frozenset([v, tuple(-x for x in v)]) for v in vectors}
assert g == len(axes) == 6 and stabilizer == 4
assert (g_tilted, g_skewed) == (12, 24)

# ---------- degeneracy seen by an energy, without using the group ----------
fcc = [(0, 0, 0), (0, 40, 40), (40, 0, 40), (40, 40, 0)]
basis = [tuple(x + s for x in t) for t in fcc for s in (0, 20)]
lattice = np.array([np.array(b) + CELL * np.array(m) for b in basis
                    for m in itertools.product(range(-3, 4), repeat=3)])
radius = np.linalg.norm(lattice, axis=1)
lattice = lattice[(radius > 0) & (radius < 150)]


def repulsion(atoms):
    return sum(np.exp(-np.linalg.norm(lattice - np.array(p), axis=1) / 10).sum()
               for p in atoms)


energies = []
for i, j, normal in ((0, 1, 2), (0, 2, 1), (1, 2, 0)):
    for sign in (1, -1):
        for shift in (3, -3):
            half, centre = np.zeros(3), np.zeros(3)
            half[i], half[j], centre[normal] = 12, 12 * sign, shift
            energies.append(repulsion([centre + half, centre - half]))
energies = np.sort(energies)
level_gap = (energies[6] - energies[5]) / energies[0]
assert np.ptp(energies[:6]) < 1e-10 and np.ptp(energies[6:]) < 1e-10
assert level_gap > 1e-3

# ---------- whole crystal: space-group images in one cubic cell ----------
def crystal_images(points):
    """Images of a set of points, each with the image of the host site at 0."""
    found = []
    for R in site_group:
        for invert in (False, True):
            for t in fcc:
                def move(p):
                    q = R @ np.array(p)
                    q = 20 - q if invert else q
                    return tuple(((q + np.array(t)) % CELL).tolist())
                found.append((frozenset(move(p) for p in points), move((0, 0, 0))))
                assert {move(b) for b in basis} == set(basis)
    return found


host = {}
for atoms, site in crystal_images(split):
    assert host.setdefault(atoms, site) == site     # never shared by two sites
per_cell = len(host)
assert per_cell == 48 and set(Counter(host.values()).values()) == {6}
n_tetra = len({p for p, _ in crystal_images([(40, 40, 40)])}) // 8
n_hex = len({p for p, _ in crystal_images([(50, 50, 50)])}) // 8
assert (n_tetra, n_hex) == (1, 2)

# ---------- number of arrangements, enumerated from real geometries ----------
arrangements = {}
for n in (2, 3):
    arrangements[n] = sum(len({host[d] for d in combo}) == n
                          for combo in itertools.combinations(host, n))
    assert arrangements[n] == math.comb(8, n) * g**n


def mixing_entropy(c):
    """Site-mixing entropy per defect, in k, for a large crystal."""
    return -math.log(c) - (1 - c) / c * math.log1p(-c)


N_test, n_test = 10**8, 10**5
exact = (math.lgamma(N_test + 1) - math.lgamma(n_test + 1)
         - math.lgamma(N_test - n_test + 1)) / n_test + math.log(g)
# the remaining difference is the ln(n)/n term of the factorials
assert abs(exact - mixing_entropy(n_test / N_test) - math.log(g)) < 1e-4


# ---------- equilibrium law against a sum over all states of 4 sites ----------
def enumerated_occupation(weights, sites=4):
    total = mean = 0.0
    for state in itertools.product(range(len(weights) + 1), repeat=sites):
        w = math.prod(weights[s - 1] for s in state if s)
        total += w
        mean += w * sum(s > 0 for s in state)
    return mean / total / sites


def occupation(boltzmann, degeneracy):
    return degeneracy * boltzmann / (1 + degeneracy * boltzmann)


assert abs(enumerated_occupation([0.05] * g) - occupation(0.05, g)) < 1e-12

# ---------- worked example: silicon anneal, rough typical inputs ----------
T = 1373.0                     # K
a_nm, Ef, Svib = 0.543, 3.8, 5.0   # nm, eV, k
kT = kB * T
site_density = 8 / (a_nm * 1e-7)**3
boltz = math.exp(-Ef / kT + Svib)
c_six, c_one = occupation(boltz, g), occupation(boltz, 1)
S_mix = mixing_entropy(c_six)
assert abs(S_mix - (1 - math.log(c_six))) < 1e-4

# competing neutral sites
E_hex, E_tetra = 0.1, 0.3      # eV above the split form
extra_hex = n_hex * math.exp(-E_hex / kT)
extra_tetra = n_tetra * math.exp(-E_tetra / kT)
g_eff = g + extra_hex + extra_tetra
charged = {d: n_tetra / g * math.exp(2 * d / kT) for d in (-0.1, 0.0, 0.1)}

# strain along a cubic axis splits the orientations
strain = 0.002
P_pair, P_side, P_cubic = 10.0, 5.0, 0.0       # elastic dipole, eV
u, v, w = np.array([1, 1, 0]), np.array([1, -1, 0]), np.array([0, 0, 1])
dipole = (P_pair * np.outer(u, u) + P_side * np.outer(v, v)) / 2 \
    + P_cubic * np.outer(w, w)
tensors = {tuple(np.round(R @ dipole @ R.T, 9).ravel().tolist())
           for R in site_group}
assert len(tensors) == g
E_orient = np.array([-strain * t[8] for t in tensors])
splitting = np.ptp(E_orient)
n_upper = int(np.sum(E_orient > E_orient.min() + splitting / 2))


def orientation_entropy(temp):
    p = np.exp(-(E_orient - E_orient.min()) / (kB * temp))
    p /= p.sum()
    return float(-(p * np.log(p)).sum())


def free_energy(temp):
    return -kB * temp * math.log(np.exp(-E_orient / (kB * temp)).sum())


for temp in (T, 300.0):
    slope = -(free_energy(temp + 0.5) - free_energy(temp - 0.5)) / kB
    assert abs(slope - orientation_entropy(temp)) < 1e-5
loss_hot = math.log(g) - orientation_entropy(T)
loss_cold = math.log(g) - orientation_entropy(300.0)
loss_formula = E_orient.var() / (2 * kT**2)
assert abs(loss_hot - loss_formula) < 0.1 * loss_hot   # next order in splitting/kT

# sites within second-neighbour distance of a defect
shell = int(np.sum(np.linalg.norm(lattice, axis=1) < 57))
assert shell == 16

print("COUNTING")
print(f"<110> vectors: {len(vectors)}, axes: {len(axes)}")
print(f"site group order: {len(site_group)}, stabilizer order: {stabilizer}")
print(f"orientations per site g: {g}")
print(f"orientations if one mirror is left: {g_tilted}, if none: {g_skewed}")
print(f"relative energy gap of opposite shifts (pair model): {level_gap:.3f}")
print(f"distinct defects per cubic cell of 8 sites: {per_cell}")
print(f"arrangements of 2 defects in the cell: {arrangements[2]}")
print(f"arrangements of 3 defects in the cell: {arrangements[3]}")
print("ENTROPY PER DEFECT")
print(f"ln 6: {math.log(g):.4f} k")
print(f"k ln 6: {1e3 * kB * math.log(g):.4f} meV/K")
print(f"excess if 12 vectors are counted: {math.log(2):.4f} k")
print("SILICON ANNEAL (rough inputs)")
print(f"T: {T:.0f} K, kT: {kT:.4f} eV")
print(f"a: {a_nm} nm, Ef: {Ef} eV, Svib: {Svib} k")
print(f"site density: {site_density:.3e} cm^-3")
print(f"kT ln 6: {kT * math.log(g):.4f} eV")
print(f"site fraction c with g = 6: {c_six:.3e}")
print(f"concentration with g = 6: {c_six * site_density:.3e} cm^-3")
print(f"concentration with g = 1: {c_one * site_density:.3e} cm^-3")
print(f"site-mixing entropy per defect: {S_mix:.2f} k")
print(f"total configurational entropy per defect: {S_mix + math.log(g):.2f} k")
print(f"orientational share: {100*math.log(g)/(S_mix+math.log(g)):.1f} %")
print(f"marginal entropy per defect: {math.log(g*(1-c_six)/c_six):.2f} k")
print(f"concentration factor for 0.1 eV lower Ef: {math.exp(0.1/kT):.2f}")
print("NEGLECTED EFFECTS")
print(f"hexagonal sites per atom: {n_hex}, tetrahedral: {n_tetra}")
print(f"assumed energies above split: {E_hex} eV, {E_tetra} eV")
print(f"weights added to g: {extra_hex:.3f} (hex), {extra_tetra:.3f} (tetra)")
print(f"effective g: {g_eff:.3f}, rise: {100 * (g_eff / g - 1):.1f} %")
for d, ratio in charged.items():
    print(f"(2+/0) level minus Fermi level {d:+.1f} eV: 2+/split = {ratio:.3f}")
print(f"elastic dipole: {P_pair}, {P_side}, {P_cubic} eV; "
      f"strain: {100 * strain:.1f} %")
print(f"splitting: {1e3 * splitting:.1f} meV, "
      f"lower/upper orientations: {g - n_upper}/{n_upper}")
print(f"entropy loss at {T:.0f} K: {loss_hot:.5f} k")
print(f"small-splitting formula at {T:.0f} K: {loss_formula:.5f} k")
print(f"entropy loss at 300 K: {loss_cold:.4f} k")
print(f"sites to second neighbours: {shell}, "
      f"blocked fraction: {shell * c_six:.1e}")
print("OK")
```

Running it gives:

```
COUNTING
<110> vectors: 12, axes: 6
site group order: 24, stabilizer order: 4
orientations per site g: 6
orientations if one mirror is left: 12, if none: 24
relative energy gap of opposite shifts (pair model): 0.180
distinct defects per cubic cell of 8 sites: 48
arrangements of 2 defects in the cell: 1008
arrangements of 3 defects in the cell: 12096
ENTROPY PER DEFECT
ln 6: 1.7918 k
k ln 6: 0.1544 meV/K
excess if 12 vectors are counted: 0.6931 k
SILICON ANNEAL (rough inputs)
T: 1373 K, kT: 0.1183 eV
a: 0.543 nm, Ef: 3.8 eV, Svib: 5.0 k
site density: 4.997e+22 cm^-3
kT ln 6: 0.2120 eV
site fraction c with g = 6: 1.003e-11
concentration with g = 6: 5.011e+11 cm^-3
concentration with g = 1: 8.351e+10 cm^-3
site-mixing entropy per defect: 26.33 k
total configurational entropy per defect: 28.12 k
orientational share: 6.4 %
marginal entropy per defect: 27.12 k
concentration factor for 0.1 eV lower Ef: 2.33
NEGLECTED EFFECTS
hexagonal sites per atom: 2, tetrahedral: 1
assumed energies above split: 0.1 eV, 0.3 eV
weights added to g: 0.859 (hex), 0.079 (tetra)
effective g: 6.938, rise: 15.6 %
(2+/0) level minus Fermi level -0.1 eV: 2+/split = 0.031
(2+/0) level minus Fermi level +0.0 eV: 2+/split = 0.167
(2+/0) level minus Fermi level +0.1 eV: 2+/split = 0.904
elastic dipole: 10.0, 5.0, 0.0 eV; strain: 0.2 %
splitting: 15.0 meV, lower/upper orientations: 4/2
entropy loss at 1373 K: 0.00173 k
small-splitting formula at 1373 K: 0.00179 k
entropy loss at 300 K: 0.0318 k
sites to second neighbours: 16, blocked fraction: 1.6e-10
OK
```
